# The MOSFET Y-Function: Low-Field Mobility Without Attenuation or Series Resistance, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the ideal channel to the Y-function

### Two currents, one number

Two n-channel silicon transistors have the same channel, the same threshold and the same drain bias of 20 mV. The first has 50 Ω of total series resistance, and its mobility falls with gate drive at a rate set by a coefficient of 0.30 V⁻¹. The second has 200 Ω and a coefficient of 0.60 V⁻¹. Half a volt into strong inversion the first carries 40.48 µA and the second 28.49 µA, a loss of thirty per cent. Now divide each current by the square root of its own transconductance. Both devices give $5.089\times10^{-3}\ \sqrt{\mathrm{A\,V}}$.

The current depends on resistance and on mobility attenuation, and so does the transconductance. Their combination

$$Y=\frac{I}{\sqrt{g_m}},\qquad g_m=\frac{dI}{dV_G}$$

does not, at least in this pair. Here $I$ is the drain current, $V_G$ the gate voltage at the terminal, and the derivative is taken at fixed drain voltage $V_D$. To find out why the two disturbances vanish, and when they do not, I start from a device that has neither.

### Stage 1: constant mobility, no resistance

The source terminal and the body are grounded, and all voltages are measured from them. The channel runs from $y=0$ at the source to $y=L$ at the drain and has width $W$. Let $V(y)$ be the electron quasi-Fermi potential along the channel, with the sign chosen so that it rises from 0 at the source to $V_D$ at the drain. Current is counted positive when it enters the drain.

The first thing needed is the mobile charge. The gate voltage, less the flat-band voltage $V_{FB}$, is shared between the silicon surface potential and the insulator:

$$V_G-V_{FB}=\psi_s+\frac{Q+Q_{dep}}{C}.$$

$Q$ and $Q_{dep}$ are the magnitudes of the inversion and depletion charges per area, and $C$ is the gate-to-inversion-layer capacitance per area, taken as constant. In strong inversion the surface potential follows the channel potential, $\psi_s=\psi_0+V$. I take $\psi_0$ as independent of gate voltage, an approximation whose cost is estimated in the second half. The depletion charge grows with it, and for a small $V$ a linear law suffices: $Q_{dep}=Q_0+C_{dep}V$. Solving for $Q$,

$$Q=C\left[V_G-V_{FB}-\psi_0-\frac{Q_0}{C}-V\left(1+\frac{C_{dep}}{C}\right)\right].$$

The terms without $V_G$ and $V$ define the threshold voltage $V_T=V_{FB}+\psi_0+Q_0/C$. The factor of $V$ defines the body factor $m=1+C_{dep}/C$. Hence

$$Q(V)=C\,(V_G-V_T-mV).$$

The bracket is the local overdrive. It is smaller at the drain than at the source because the channel potential is higher there.

The current through any cross-section is $I=W\mu Q\,dV/dy$, where $\mu$ is the mobility. Written with the quasi-Fermi potential, this covers drift and diffusion together. In steady state, and with no current lost to gate or body, $I$ is the same at every $y$. Integrating from source to drain with constant $\mu=\mu_0$ gives

$$IL=W\mu_0C\int_0^{V_D}(V_G-V_T-mV)\,dV
=W\mu_0C\left[(V_G-V_T)V_D-\frac{mV_D^2}{2}\right].$$

One factor $V_D$ comes out. With the abbreviations

$$\beta=\frac{\mu_0CW}{L},\qquad x=V_G-V_T-\frac{mV_D}{2},$$

the current is

$$I=\beta V_D\,x.$$

The quantity $x$ is the overdrive averaged over channel potential: the subtracted term is $m$ times the mean potential $V_D/2$. Since $V_T$, $m$ and $V_D$ are fixed during a gate sweep, $dx/dV_G=1$, and so $g_m=\beta V_D$. Therefore

$$Y=\frac{\beta V_Dx}{\sqrt{\beta V_D}}=\sqrt{\beta V_D}\;x.$$

In this simple case the Y-function brings no advantage, because $I$ is itself a straight line in $V_G$ and its slope gives $\beta$. The useful observation is that $Y$ is also a straight line, with a slope that contains $\beta$ and no other device parameter.

### Stage 2: mobility that falls with gate drive

A higher gate voltage pulls the electrons harder against the interface and raises their scattering rate. The simplest description is first-order attenuation,

$$\mu=\frac{\mu_0}{1+\theta_0u},$$

where $u$ is the overdrive averaged over the channel. Without series resistance, $u=x$. The coefficient $\theta_0$ has the unit V⁻¹. The constant $\mu_0$ is the value to which this law extrapolates at zero overdrive. It is not the mobility of a device biased at threshold, where the law need not hold.

Strictly, the mobility should follow the local overdrive $q=V_G-V_T-mV$ and stand inside the integral. The function to be averaged over $V$ is then $f(q)=q/(1+\theta_0q)$, and I have replaced its average by $f(u)$. Expanding $f$ about the mean, the linear term averages to zero, and the leading correction is half the curvature times the variance. The variance of $q$, which is spread evenly over a range $mV_D$, is $m^2V_D^2/12$. From $f'=1/(1+\theta_0q)^2$ follows $f''=-2\theta_0/(1+\theta_0q)^3$. The correction relative to $f(u)$ is therefore

$$\frac{1}{2}\,\frac{m^2V_D^2}{12}\,\frac{f''(u)}{f(u)}
=-\frac{\theta_0m^2V_D^2}{12\,u\,(1+\theta_0u)^2}.$$

For $\theta_0=0.30$ V⁻¹, $m=1.2$, $V_D=20$ mV and $u=0.3$ V, this is about $-4\times10^{-5}$. It falls as the square of the drain bias, which is one reason for measuring at small $V_D$. The averaged law is kept from here on.

The current becomes

$$I=\frac{\beta V_Dx}{1+\theta_0x}.$$

It is no longer straight. For $\theta_0x\ll1$ it returns to the result of Stage 1, and for $\theta_0x\gg1$ it levels off at $\beta V_D/\theta_0$. The quotient rule gives

$$g_m=\beta V_D\,\frac{(1+\theta_0x)-\theta_0x}{(1+\theta_0x)^2}
=\frac{\beta V_D}{(1+\theta_0x)^2}.$$

The current carries one factor $1+\theta_0x$ in its denominator and the transconductance carries two. The square root reduces two to one, and in the ratio they cancel:

$$Y=\frac{\beta V_Dx}{1+\theta_0x}\cdot\frac{1+\theta_0x}{\sqrt{\beta V_D}}
=\sqrt{\beta V_D}\;x.$$

The positive root is the right one because $1+\theta_0x$ is positive. The cancellation does not require $\theta_0x$ to be small. "First-order" describes the denominator of the mobility law, not an expansion of the current.

### Stage 3: resistance in source and drain

Now let a constant resistance $R_S$ lie between the source terminal and the channel, and a constant $R_D$ between the channel and the drain terminal. Their sum is $R=R_S+R_D$. The ends of the channel sit at the internal potentials

$$V_1=IR_S,\qquad V_2=V_D-IR_D,$$

so that the voltage along the channel itself is $v=V_2-V_1=V_D-IR$. The charge integral now has these limits:

$$\int_{V_1}^{V_2}(V_G-V_T-mV)\,dV=(V_G-V_T)(V_2-V_1)-\frac m2\,(V_2^2-V_1^2).$$

Because $V_2^2-V_1^2=(V_2-V_1)(V_2+V_1)$, the factor $v$ comes out, and the integral is $uv$ with

$$u=V_G-V_T-\frac m2\,(V_1+V_2).$$

The sum of the end potentials is $V_1+V_2=V_D+I(R_S-R_D)$, and so

$$u=x-\frac{m}{2}\,I\,(R_S-R_D).$$

For equal resistances, $u=x$. The source end of the channel rises by $IR/2$ and loses drive, the drain end falls by $IR/2$ and gains drive, and the mean stays where it was. The body effect is included in this balance, since $m$ multiplies both shifts. I take $R_S=R_D$ until the section on unequal resistances in the second half.

With $u=x$, the channel equation reads

$$I=\frac{\beta x\,(V_D-IR)}{1+\theta_0x}.$$

The current stands on both sides. Multiply by the denominator and collect the terms in $I$:

$$I\,(1+\theta_0x)+\beta RxI=\beta V_Dx
\quad\Longrightarrow\quad
I=\frac{\beta V_Dx}{1+\theta x},\qquad \theta=\theta_0+\beta R.$$

The resistance has produced no new functional form. It adds $\beta R$ to the attenuation coefficient. The calculation of Stage 2 applies with $\theta$ in place of $\theta_0$:

$$g_m=\frac{\beta V_D}{(1+\theta x)^2},\qquad
Y=\sqrt{\beta V_D}\left(V_G-V_T-\frac{mV_D}{2}\right).$$

This is the result sought. Within the model it holds for any size of $\theta x$, provided that $R_S$ and $R_D$ are constant and equal. For $R\to0$ it returns to Stage 2. In the opposite limit, $\beta Rx\gg1+\theta_0x$, the current tends to $V_D/R$ and hardly responds to the gate. $Y$ keeps its slope even there, but it is then formed from a very small measured derivative.

### Why it had to work

Turn the current upside down and multiply by $V_D$. The total resistance between the terminals is

$$\frac{V_D}{I}=\frac{1+\theta x}{\beta x}=\frac{1}{\beta x}+\frac{\theta_0}{\beta}+R.$$

The first term is the channel of Stage 1. The second is the whole effect of first-order attenuation, and it does not depend on gate voltage. Attenuation of this form acts as a fixed resistor $\theta_0/\beta$ in series with an ideal channel.

The definition of $Y$ contains a derivative that removes such constants. By the chain rule,

$$\frac{d}{dV_G}\left(\frac1I\right)=-\frac{g_m}{I^2}=-\frac{1}{Y^2}.$$

Thus $1/Y^2$ is minus the gate derivative of the reciprocal current. At fixed $V_D$, anything that adds a constant to the total resistance is absent from it. What survives is $-d/dx$ of $1/(\beta V_Dx)$, which is $1/(\beta V_Dx^2)$, and its reciprocal square root is $\sqrt{\beta V_D}\,x$.

### The numbers, by hand

The first device has $W=10$ µm, $L=1$ µm, $C=1.480$ µF/cm², $V_T=0.40$ V and $\mu_0=350$ cm²/Vs. With $W/L=10$,

$$\beta=350\times1.480\times10^{-6}\times10=5.18\times10^{-3}\ \mathrm{A/V^2}.$$

The attenuation resistor is $\theta_0/\beta=57.9$ Ω, slightly more than the 50 Ω of real series resistance. Also $\beta R=0.259$ V⁻¹, so $\theta=0.300+0.259=0.559$ V⁻¹.

At $x=0.50$ V the ideal channel contributes $1/(\beta x)=386.12$ Ω, with the less rounded value $\beta=5.1797$ mA/V². The total is $386.12+57.92+50.00=494.04$ Ω, and $20\ \mathrm{mV}/494.04\ \Omega=40.48$ µA. For the second device $\theta=0.600+1.036=1.636$ V⁻¹, hence $1+\theta x=1.818$, and the current is $51.80/1.818=28.49$ µA. These are the two currents of the opening.

The sweep of the first device contains these points:

- $x=0.30$ V, $V_G=0.712$ V: $I=26.615$ µA, $g_m=75.976$ µA/V
- $x=0.50$ V, $V_G=0.912$ V: $I=40.482$ µA, $g_m=63.279$ µA/V
- $x=0.80$ V, $V_G=1.212$ V: $I=57.266$ µA, $g_m=49.463$ µA/V

In units of $10^{-3}\sqrt{\mathrm{A\,V}}$ they give $Y=3.0534$, $5.0891$ and $8.1425$. An experimenter who knows only $V_G$, $I$ and $g_m$ would take the outer points and find the slope

$$S=\frac{8.1425-3.0534}{1.212-0.712}\times10^{-3}=10.178\times10^{-3}\ \sqrt{\mathrm{A/V}}.$$

The slope is $\sqrt{\beta V_D}$, and therefore

$$\beta=\frac{S^2}{V_D}=\frac{1.0359\times10^{-4}}{0.020}=5.180\times10^{-3}\ \mathrm{A/V^2},
\qquad \mu_0=\frac{\beta L}{WC}=350\ \mathrm{cm^2/Vs}.$$

The line crosses zero at $V_G=0.712-3.0534/10.178=0.412$ V. This is $V_T+mV_D/2$, and subtracting $1.2\times0.020/2=0.012$ V leaves $V_T=0.400$ V.

The currents were not generated from the closed formula. They came from solving the channel and resistor equations numerically, with the charge integrated along the channel and $g_m$ found by numerical differentiation. At eleven gate voltages from $x=0.3$ to $0.8$ V, the resulting $Y$ was tested against $\sqrt{\beta V_D}\,x$ and agreed within one part in $10^8$. This confirms the algebra, including the balance between the two ends of the channel. It does not show that a real transistor obeys the model.

## Second half: what the line hides, and where it bends

The symbols carried over are these. $x=V_G-V_T-mV_D/2$ is the mean overdrive, $\beta=\mu_0CW/L$ the gain factor, $\theta_0$ the attenuation coefficient, and $R=R_S+R_D$ the series resistance. The first half found

$$\frac{V_D}{I}=\frac1{\beta x}+\frac{\theta_0}{\beta}+R,\qquad
\frac1{Y^2}=-\frac{d}{dV_G}\frac1I,\qquad Y=Sx,\quad S=\sqrt{\beta V_D},$$

and $g_m=S^2/(1+\theta x)^2$ with $\theta=\theta_0+\beta R$. The second relation is an identity; the others assume constant, equal $R_S$ and $R_D$. The example has $\beta=5.18$ mA/V², $V_D=20$ mV and $\mu_0=350$ cm²/Vs.

### Reading the line backwards

Suppose a measured $Y$ is straight, $Y=Sx$. The identity then gives $d(1/I)/dx=-1/(S^2x^2)$, and integration yields

$$\frac1I=\frac{1}{S^2x}+K,$$

with a constant $K$ that $Y$ does not determine. In the model $KV_D=\theta_0/\beta+R$. A straight line therefore shows that the total resistance is a term in $1/x$ plus a constant. It does not show how the constant divides between attenuation and contacts, nor whether the term in $1/x$ belongs to the channel alone.

The constant can be recovered from the same sweep. Taking the reciprocal root of $g_m$,

$$\frac1{\sqrt{g_m}}=\frac{1+\theta x}{S},$$

which is a line of slope $\theta/S$. At $x=0.50$ V, $S/\sqrt{g_m}=10.1781/7.9548=1.2795$, and so $\theta=0.2795/0.50=0.559$ V⁻¹.

To split $\theta$, use devices of different length with the same $\theta_0$ and $R$. The relation $\theta=\theta_0+\beta R$ is a line in $\beta$ with slope $R$. Three lengths give:

- $L=1.00$ µm: $\beta=5.180$ mA/V², $\theta=0.5590$ V⁻¹
- $L=0.50$ µm: $\beta=10.359$ mA/V², $\theta=0.8180$ V⁻¹
- $L=0.25$ µm: $\beta=20.719$ mA/V², $\theta=1.3359$ V⁻¹

From the first and last, $R=(1.3359-0.5590)/(15.539\times10^{-3})=50.0$ Ω, and $\theta_0=0.5590-0.2590=0.300$ V⁻¹. The length itself does not enter this plot. It enters $\mu_0=\beta L/(WC)$, where a small relative error in $L$ passes to the mobility unchanged.

For first-order mobility attenuation and constant, equal source and drain resistances, $Y$ is a straight line in gate voltage that yields $\mu_0$ and $V_T$, while devices of different length separate $\theta_0$ from $R$. What remains is to compare this with other apparent mobilities and to see how departures from the model bend the line, or falsify its slope without bending it.
